\section*{Critical dipole moment for binding an electron to a fixed dipole}

\section{A decision about diffuse functions}

In a calculation of electron attachment to a solvent or resist fragment, one must decide whether to search for an anion whose extra electron sits far outside the molecule. The search needs very diffuse basis functions, which are costly and useless if no such state exists. The first guide is the dipole moment of the neutral molecule. The field of a fixed dipole can bind an electron by itself if its moment exceeds
\begin{equation}
\mu_c=0.6393\,ea_0=1.625\ \text{D}.
\end{equation}
At or below this value, binding needs some further attraction. This result is derived here in two ways: for a point dipole, and for two separated charges.

\section{Conventions and the angular number}

The electron is nonrelativistic and the dipole neither turns nor vibrates. Let the moment be $D=\mu\,ea_0$, pointing from negative to positive charge, with $\theta$ measured from that direction. The potential energy is $-eD\cos\theta/(4\pi\epsilon_0r^2)$. In Rydberg units lengths are in $a_0$, energies in Ry, $\hbar^2/2m=1$ and $e^2/4\pi\epsilon_0=2$. Therefore
\begin{equation}
H=-\nabla^2-\frac{g\cos\theta}{r^2},\qquad g=2\mu .
\end{equation}
A bound state means a normalizable state with $E<0$. Both derivations use the lowest eigenvalue $\lambda_0(g)$ of
\begin{equation}
(L^2-g\cos\theta)Y=\lambda Y. \label{ang}
\end{equation}
Both will give the condition $\lambda_0<-1/4$ for binding.

This condition defines a single critical $g$. For each normalized trial $Y$, the expectation value of the operator in \eqref{ang} is linear in $g$. Its minimum $\lambda_0(g)$ is therefore concave. Also $\lambda_0(0)=0$, while mixing a little $l=1$ into $l=0$ gives $\lambda_0(g)<0$ for $g>0$. For $0<g_1<g_2$ concavity gives $\lambda_0(g_1)\ge(g_1/g_2)\lambda_0(g_2)$, hence
\begin{equation}
\lambda_0(g_2)\le\frac{g_2}{g_1}\lambda_0(g_1)<\lambda_0(g_1).
\end{equation}
So $\lambda_0$ falls steadily and without limit, and crosses $-1/4$ once, at $g_c$.

The lowest state has azimuthal number $m=0$, since $m\neq0$ adds the positive term $m^2/\sin^2\theta$. For $m=0$ use $p_l=\sqrt{(2l+1)/2}\,P_l(\cos\theta)$. The recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ gives
\begin{equation}
\langle p_{l+1}|\cos\theta|p_l\rangle
=\frac{l+1}{2l+1}\sqrt{\frac{2l+1}{2l+3}}
=\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .
\end{equation}
The matrix thus has diagonal elements $l(l+1)$ and off-diagonal elements $-g$ times this expression. With $l=0,1$, setting $\lambda=-1/4$ gives
\begin{equation}
\frac14\cdot\frac94-\frac{g^2}{3}=0,\qquad
g=\frac{3\sqrt3}{4},\qquad \mu=\frac{3\sqrt3}{8}=0.6495 .
\end{equation}
Adding $l=2$, whose diagonal element is $6+\frac14=\frac{25}{4}$, gives
\begin{equation}
\frac14\left(\frac94\cdot\frac{25}{4}-\frac{4g^2}{15}\right)
-\frac{25}{4}\cdot\frac{g^2}{3}=0,
\end{equation}
or $225/64=(129/60)g^2$, so that $\mu=g/2=0.63937$. A finite basis cannot lie below the true $\lambda_0$, so it crosses $-1/4$ too late: these moments are upper bounds. The converged value is $\mu_c=0.639315$, or $g_c=1.278630$. Solving \eqref{ang} on a grid in $\cos\theta$, without Legendre functions, gives $g_c=1.2786298$. With $1\,ea_0=2.541746$ D, the critical moment is $1.62498$ D. The $m=1$ channel reaches $-1/4$ at 9.64 D.

\section{First derivation: the point dipole}

Write $\psi=u(r,\theta,\varphi)/r$, first with $u$ zero near the origin and at large $r$. The radial part of the kinetic energy contains
\begin{equation}
r^2\left|\partial_r\frac ur\right|^2
=\left(u'-\frac ur\right)^2
=u'^2-\frac{2uu'}r+\frac{u^2}{r^2}
=u'^2-\left(\frac{u^2}{r}\right)' ,
\end{equation}
for real $u$; a complex function is the sum of two such cases. The total derivative integrates to zero. The energy form is therefore
\begin{equation}
\langle\psi|H|\psi\rangle
=\int d\Omega\int_0^\infty dr\left[u'^2+\frac{u(L^2-g\cos\theta)u}{r^2}\right]. \label{form}
\end{equation}

\subsection{No binding at or below the critical moment}

The angular integral in \eqref{form} is at least $\lambda_0\int u^2d\Omega$. Put $u=\sqrt r\,v$. Then
\begin{equation}
u'^2=\left(\sqrt r\,v'+\frac{v}{2\sqrt r}\right)^2
=r v'^2+vv'+\frac{u^2}{4r^2}.
\end{equation}
Since $vv'=(v^2/2)'$ integrates to zero,
\begin{equation}
\int_0^\infty\left(u'^2-\frac{u^2}{4r^2}\right)dr
=\int_0^\infty r v'^2\,dr\ge0. \label{hardy}
\end{equation}
If $\lambda_0\ge-1/4$, the energy form is non-negative. This holds for the functions used here and for their limits of finite energy, which define the point-dipole problem in this derivation. It also holds with an impenetrable core, where $u(r_0)=0$.

The number $1/4$ is the price of localization: confining the electron near radius $r$ costs kinetic energy of order $1/r^2$, and \eqref{hardy} fixes the coefficient.

\subsection{Binding above the critical moment}

Now let $\lambda_0=-1/4-s^2$ with $s>0$. On the shell $R<r<Re^L$ take $u=\sqrt r\,w(t)Y$, where $t=\ln(r/R)$, $w=\sin(\pi t/L)$ and $Y$ is the normalized lowest angular function. Because $\partial_r(\sqrt r\,w)=(w_t+w/2)/\sqrt r$ and $dr=r\,dt$,
\begin{align}
\langle\psi|H|\psi\rangle
&=\int_0^L\left[\left(w_t+\frac w2\right)^2-\left(\frac14+s^2\right)w^2\right]dt\nonumber\\
&=\int_0^L(w_t^2-s^2w^2)\,dt
=\frac L2\left(\frac{\pi^2}{L^2}-s^2\right). \label{shell}
\end{align}
The cross term $ww_t$ vanished because $w$ is zero at both ends. The result is negative when $L>\pi/s$.

With a hard core, place any number $N$ of such shells outside it, without overlap. Their form is negative on an $N$-dimensional space. The potential is bounded outside the core and vanishes at infinity, so the continuum starts at zero, and the min--max principle gives at least $N$ bound levels. As $N$ is arbitrary, there are infinitely many.

Without a core there is no lowest energy. Expression \eqref{shell} does not depend on $R$, while the norm $\int u^2dr$ scales as $R^2$. The mean energy is thus proportional to $-1/R^2$ and falls without limit as $R\to0$. Above $\mu_c$ the ideal point dipole needs short-range physics before it has a ground state.

\section{Second derivation: two separated charges}

Place $+q$ at $z=d/2$ and $-q$ at $z=-d/2$, with $\mu=qd$. Let $r_\pm$ be the distances to the charges and define
\begin{equation}
\xi=\frac{r_-+r_+}{d}\ge1,\qquad \eta=\frac{r_--r_+}{d},\qquad -1\le\eta\le1 .
\end{equation}
From $r_-^2-r_+^2=2dz$ follows $z=d\xi\eta/2$, and the distance from the axis is $\rho=(d/2)\sqrt{(\xi^2-1)(1-\eta^2)}$. The squared scale factor for $\xi$ is
\begin{equation}
h_\xi^2=\frac{d^2}{4}\left[\frac{\xi^2(1-\eta^2)}{\xi^2-1}+\eta^2\right]
=\frac{d^2}{4}\,\frac{\xi^2-\eta^2}{\xi^2-1},
\end{equation}
and similarly $h_\eta^2=(d^2/4)(\xi^2-\eta^2)/(1-\eta^2)$. The volume element is $(d^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The potential is
\begin{equation}
V=-\frac{2q}{r_+}+\frac{2q}{r_-}
=-\frac{4q}{d}\left(\frac1{\xi-\eta}-\frac1{\xi+\eta}\right)
=-\frac{8q\eta}{d(\xi^2-\eta^2)} .
\end{equation}
Its denominator cancels against the volume element. For an axially symmetric real function,
\begin{equation}
Q_g[\psi]=\pi d\int d\xi\,d\eta\left[(\xi^2-1)\psi_\xi^2+(1-\eta^2)\psi_\eta^2-g\eta\psi^2\right], \label{q}
\end{equation}
with $g=2qd=2\mu$. The corresponding operator is
\begin{equation}
H=\frac{4}{d^2(\xi^2-\eta^2)}
\left[-\partial_\xi(\xi^2-1)\partial_\xi-\partial_\eta(1-\eta^2)\partial_\eta-g\eta\right]. \label{hs}
\end{equation}
Its $\eta$ part is the $m=0$ operator of \eqref{ang} with $\eta$ in place of $\cos\theta$. The separation $d$ has dropped out of it.

\subsection{A positive comparison function}

Take $\psi_0=X(\xi)Y(\eta)$ with $X=(\xi+1)^{-1/2}$ and $Y$ the lowest angular function. $Y$ can be chosen positive: $|Y|$ has the same energy, and a non-negative solution touching zero would have zero slope there and vanish everywhere. Differentiation gives
\begin{align}
\left[(\xi^2-1)X'\right]'
&=\left[-\frac{\xi-1}{2\sqrt{\xi+1}}\right]'
=-\frac{1}{2\sqrt{\xi+1}}+\frac{\xi-1}{4(\xi+1)^{3/2}}\nonumber\\
&=-\frac14\,\frac{\xi+3}{\xi+1}\,X .
\end{align}
Inserting this in \eqref{hs},
\begin{equation}
\frac{H\psi_0}{\psi_0}=\frac{4}{d^2(\xi^2-\eta^2)}
\left[\frac14\,\frac{\xi+3}{\xi+1}+\lambda_0\right]\ge0
\quad\text{if }\lambda_0\ge-\frac14 .
\end{equation}
Any real $\psi$, axially symmetric or not, can be written $\psi=\psi_0f$. Then
\begin{equation}
|\nabla\psi|^2=\psi_0^2|\nabla f|^2+\nabla\psi_0\cdot\nabla(\psi_0f^2).
\end{equation}
Integrate the last term by parts. Small spheres around the charges contribute nothing, because $\nabla\psi_0$ is bounded. Hence
\begin{equation}
\langle\psi|H|\psi\rangle=\int\psi_0^2|\nabla f|^2\,d^3r
+\int\frac{H\psi_0}{\psi_0}\,\psi^2\,d^3r\ge0,
\end{equation}
and there is no bound state at or below $\mu_c$, for any $d$.

\subsection{Nodes above the critical moment}

Let $g>g_c$ and choose $g'$ with $g_c<g'<g$. Write $\lambda_0(g')=-1/4-s'^2$, with angular function $Y'$. A zero-energy product $X(\xi)Y'(\eta)$ for $g'$ requires $[(\xi^2-1)X']'=\lambda_0(g')X$. With $\xi=\cosh\tau$ and $X=w/\sqrt{\sinh\tau}$ this becomes
\begin{equation}
w_{\tau\tau}=-\left(s'^2+\frac{1}{4\sinh^2\tau}\right)w .
\end{equation}
The bracket exceeds $s'^2$, so by Sturm comparison with $\sin s'\tau$ the function has infinitely many zeros. Keep $X$ between two neighbouring zeros and set it to zero elsewhere. Integration by parts gives $\int(\xi^2-1)X'^2d\xi=-\lambda_0(g')\int X^2d\xi$, so $Q_{g'}=0$. With $Y'$ normalized, raising $g'$ to $g$ in \eqref{q} gives
\begin{equation}
Q_g=-\pi d\,(g-g')\,\langle\eta\rangle_{g'}\int X^2\,d\xi<0 .
\end{equation}
Here $\langle\eta\rangle_{g'}=-d\lambda_0/dg'>0$: differentiating the eigenvalue leaves only the explicit $g'$ dependence, because $Y'$ is stationary at fixed norm. Each interval between zeros supplies an independent negative direction, so there are again infinitely many bound levels.

\section{What the two derivations assume}

Both assume a fixed dipole and one electron moving in its electrostatic field. They differ at short distance. The first treats an unending $1/r^2$ field and must say how functions behave at the origin. In return it exposes the collapse and treats a hard core simply. The second has ordinary Coulomb singularities and needs no such choice, but uses the special geometry of two point charges.

They agree on $\mu_c$ because the same angular equation appears in both. A numerical test shows that far from the charges the two fields act alike. For two charges with $d=1\,a_0$ and a moment 5\% above $\mu_c$, a spherical shell starting at $R=30\,a_0$ with $s=0.15343$ and $L=30.713$ has an energy form of $-0.200844$ by direct integration; \eqref{shell} gives the same digits. At $R=30d$ the two fields differ so little that this probes only the far field, not the spheroidal argument. Here $L$ was chosen as $1.5\pi/s$; even the shortest shell of negative energy, $L=\pi/s$, has an outer radius $e^{\pi/s}\approx8\times10^{8}$ times its inner one, which warns that binding just above threshold has little practical meaning.

For a real molecule the two directions of the theorem differ in strength. Above $\mu_c$, higher multipoles of a neutral molecule held fixed in shape and orientation fall faster than $1/r^2$ and cannot spoil sufficiently distant shells; rotation, treated below, can. Below $\mu_c$, short-range attraction may still bind an electron, as in an ordinary valence anion.

\section{How strongly a vapour molecule binds}

For a hard core, put $u=\sqrt r\,w$ and $E=-\kappa^2$ in $-u''+\lambda_0u/r^2=Eu$. Multiplication by $r^{3/2}$ gives
\begin{equation}
r^2w''+rw'-(\kappa^2r^2-s^2)w=0 .
\end{equation}
The decaying solution is $K_{is}(\kappa r)$, and the levels obey $K_{is}(\kappa r_0)=0$. For small $x$,
\begin{equation}
K_{is}(x)\simeq\mathrm{Re}\left[\Gamma(is)\left(\frac x2\right)^{-is}\right]
=\frac{|\Gamma(1+is)|}{s}\sin\left[\phi-s\ln\frac x2\right],
\end{equation}
where $\phi=\arg\Gamma(1+is)$ and $\Gamma(is)=\Gamma(1+is)/(is)$ was used. Thus
\begin{equation}
\kappa_nr_0\simeq2e^{(\phi-n\pi)/s},\quad n=1,2,\ldots,\qquad
\frac{E_n}{E_{n+1}}\simeq e^{2\pi/s}. \label{levels}
\end{equation}

Take rough values for a small nitrile vapour molecule: 4.0 D and an effective core radius of 0.10 nm, or $1.88973\,a_0$. Then $\lambda_0=-1.1790$, $s=0.9639$, and the first zero is at $\kappa r_0=0.056033$; \eqref{levels} gives 0.056010. The binding energy is
\begin{equation}
\left(\frac{0.056033}{1.88973}\right)^2\times13605.7\ \text{meV}=12.0\ \text{meV}.
\end{equation}
A grid solution of the radial equation gives the same lowest level. The second level, at 0.018 meV, is weaker by a factor of 678. The mean radius of the first is 1.71 nm, or about $32\,a_0$, which calls for Gaussian exponents near $1/32^2\approx10^{-3}\,a_0^{-2}$ and, for the slowly decaying tail, others down to a few times $10^{-4}\,a_0^{-2}$ or less.

With the core fixed, the binding falls to 0.82 meV at 3.0 D, 0.052 meV at 2.5 D and $4.8\times10^{-5}$ meV at 2.0 D. The last corresponds to a decay length $1/\kappa$ of about 0.9 $\mu$m. Near threshold $s^2\simeq0.362\,(g-g_c)$, so the exponent in \eqref{levels} makes the binding vanish faster than any power of $\mu-\mu_c$.

Acetonitrile has a dipole moment near 4 D and a dipole-bound anion with a binding energy of roughly 10 to 20 meV. The model has the right order of magnitude, but its core radius is a chosen parameter and the energy varies as $1/r_0^2$, so the agreement is not a prediction. A Hartree--Fock Koopmans estimate for the real molecule (6-31+G* with added diffuse $s$ and $p$ shells down to $6\times10^{-5}\,a_0^{-2}$, dipole 4.2 D) gives only about 5 meV, so much of the measured binding lies beyond the static field. Adding polarization for a polarizability volume of 4.5 \AA$^3$, outside 0.30 nm and with the core unchanged, raises the binding to 27.9 meV. Without polarization, a quadrupole of $1\,ea_0^2$, also acting only outside 0.30 nm, shifts the 12.0 meV level by about 1.5 meV in first order, with a sign set by that of the quadrupole. Short-range exchange and correlation beyond static polarization are left out.

Rotation limits the fixed-dipole picture. For a rotational constant $B=0.04$ meV, the second level is bound by less than $B$, so the dipole cannot be treated as fixed for it. By the same measure, a molecule with this $B$ and core needs about 2.5 D or more for a meaningful fixed-dipole level. For a linear rotor at total angular momentum zero, rotation adds $Bl(l+1)$ to each channel $l$. Solving these coupled radial equations with the same core leaves the first level at 4.0 D almost unchanged (11.9 meV), lowers the second to 0.003 meV and the 2.5 D level to 0.039 meV, and removes all binding below about 2.2 D, including the 2.0 D level quoted above. At 300 K the typical rotational quantum $\sqrt{2Bk_BT}$ is 1.4 meV, and $k_BT=25.9$ meV exceeds the 12.0 meV binding and is close to the 27.9 meV found with polarization, so collisions can supply enough energy to release the electron. The thermal rotational energy is of the same order, but release by rotation alone would require the molecule to give up several rotational quanta.

The surroundings matter as much. At 1 Torr the molecular spacing is 31 nm, well beyond the 1.71 nm orbital. In a liquid with $1.2\times10^{22}$ molecules per cm$^3$ it is 0.44 nm, and a sphere of the orbital's mean radius would hold about 250 molecules. The dipole-binding picture therefore belongs to isolated molecules in vapour; it is not a criterion for electron trapping inside a resist film. Even in vapour 1.625 D is only a lower limit, valid for a dipole held fixed. In this model a rotating molecule needs about 2.1 to 2.6 D for rotational constants from 0.004 to 1 meV.

\section*{Computed results}
\begin{verbatim}
1 e a0 = 2.541746 D; 1 Ry = 13.605693 eV
critical moment, 2 functions: 0.64951905 e a0
critical moment, 3 functions: 0.63936969 e a0
critical moment, 4 functions: 0.63931497 e a0
critical moment, 6 functions: 0.63931488 e a0
critical g (dimensionless): 1.27862975
critical moment, converged: 0.63931488 e a0
critical moment: 1.62498 D
critical g from angular grid: 1.2786298
mean cos(theta) at threshold: 0.361740
critical moment for m = 1: 9.6382 D
shell test 5 % above threshold: s = 0.15343, L = 30.713
shell energy form, two charges: -0.200844 (dimensionless)
shell energy form, formula: -0.200844 (dimensionless)
largest zero-energy residual, two charges: 3.3e-07
example moment: 4.0 D = 1.57372 e a0
example core radius: 0.10 nm = 1.88973 a0
example lambda0: -1.179013; s: 0.963853
kappa r0, first and second level: 0.056033, 2.1514e-03
shallow formula for first kappa r0: 0.056010
binding energy, first level: 11.962 meV
binding energy, second level: 0.01763 meV
first level from radial grid: 11.962 meV
level ratio: 678.3; exp(2 pi/s): 677.8
mean electron radius: 1.71 nm; 90 % radius: 3.15 nm
moment 2.0 D: s = 0.3394, binding = 4.779e-05 meV
moment 2.5 D: s = 0.5400, binding = 5.208e-02 meV
moment 3.0 D: s = 0.6991, binding = 8.241e-01 meV
input polarizability volume: 4.5 A^3 = 30.37 a0^3
polarization and quadrupole act outside: 0.30 nm
binding with polarization: 27.90 meV
input quadrupole: 1.0 e a0^2; mean P2: 0.2213
quadrupole shift, first order size: 1.47 meV
input rotational constant: 0.040 meV
thermal rotation quantum sqrt(2 B kT): 1.44 meV
thermal energy at 300 K: 25.85 meV
vapour spacing at 1.0 Torr: 31.4 nm
input liquid density: 1.2e+22 per cm3
liquid molecular spacing: 0.437 nm
\end{verbatim}
